# Acoustic Deformation-Potential Scattering and the Temperature Dependence of Mobility, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the strain of a sound wave to the scattering rate

An electron moves in a conduction band with energy \(E=\hbar^2k^2/2m\), where \(m\) is an isotropic effective mass. The crystal has volume \(V\), mass density \(\rho\) and longitudinal sound speed \(v\), and it is treated as an isotropic elastic continuum with periodic boundary conditions. The temperature is \(T\), and \(k_B\) is Boltzmann's constant. A small, slowly varying displacement \(\mathbf u(\mathbf r)\) of the lattice moves the local band edge by

\[
H'=D\,\nabla\cdot\mathbf u(\mathbf r),
\]

where \(D\) is the deformation potential, an energy. The divergence is the relative change of volume, so \(D\) is the shift of the band edge per unit dilation. This form applies to wavelengths much longer than the lattice spacing. Screening by other carriers is left out. The problem is to find how often thermal sound waves scatter the electron, and how the resulting mobility depends on temperature.

### (a) The matrix elements

**Write the displacement in terms of phonon operators, fix its amplitude, and find the squared matrix elements for absorbing and emitting one phonon. Which polarizations take part?**

For longitudinal waves the displacement points along the unit vector \(\hat{\mathbf q}\) of the wavevector. A Hermitian expansion in the phonon operators \(a_{\mathbf q}\) and \(a^\dagger_{\mathbf q}\) is

\[
\mathbf u(\mathbf r)=\sum_{\mathbf q}A_q\,\hat{\mathbf q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\]

The amplitude \(A_q\) follows from the energy. In free motion \(a_{\mathbf q}\) varies as \(e^{-i\omega t}\) and \(a^\dagger_{\mathbf q}\) as \(e^{i\omega t}\), so that

\[
\dot{\mathbf u}=\sum_{\mathbf q}(-i\omega)A_q\,\hat{\mathbf q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}-a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\]

Take the expectation value of the kinetic energy \(\tfrac12\rho\int\dot{\mathbf u}^2d^3r\) in a state with \(N_q\) phonons in each mode. Products of two annihilation or two creation operators have no expectation value in such a state. The products \(aa^\dagger\) and \(a^\dagger a\) give \(N_q+1\) and \(N_q\). Their sign is \((-i\omega)^2(-1)=+\omega^2\), and one mode contributes

\[
\tfrac12\rho V\omega^2A_q^2(2N_q+1)=\rho V\omega^2A_q^2\left(N_q+\tfrac12\right).
\]

The kinetic energy of a harmonic oscillator in a number state is half of its total energy \(\hbar\omega(N_q+\tfrac12)\). Equating the two expressions gives

\[
A_q^2=\frac{\hbar}{2\rho V\omega}.
\]

The divergence brings down a factor \(i\mathbf q\cdot\hat{\mathbf q}=iq\) from the first exponential and \(-iq\) from the second:

\[
H'=D\sum_{\mathbf q}iqA_q\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}-a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\]

For a transverse wave the polarization vector is perpendicular to \(\mathbf q\), the product vanishes, and the wave does not couple. A shear changes shape but not volume at first order, and in this model the band edge responds to volume alone.

The electron states are plane-wave envelopes \(V^{-1/2}e^{i\mathbf k\cdot\mathbf r}\), and the overlap of the lattice-periodic parts of the initial and final states is taken as one. The first exponential connects \(\mathbf k\) to \(\mathbf k'=\mathbf k+\mathbf q\), which is absorption. The second connects \(\mathbf k\) to \(\mathbf k'=\mathbf k-\mathbf q\), which is emission. The operators contribute \(\sqrt{N_q}\) and \(\sqrt{N_q+1}\), so

\[
|M_{\rm abs}|^2=\frac{D^2\hbar q^2}{2\rho V\omega}N_q,\qquad
|M_{\rm em}|^2=\frac{D^2\hbar q^2}{2\rho V\omega}(N_q+1).
\]

### (b) Thermal phonons of low energy

**The phonons are in equilibrium and have \(\omega=vq\). Simplify the matrix elements for \(\hbar\omega\ll k_BT\), and explain their sum by classical statistical mechanics.**

Let \(z=\hbar\omega/k_BT\). The Bose occupation is \(N_q=1/(e^z-1)\). For small \(z\),

\[
e^z-1=z\left(1+\frac z2+\frac{z^2}{6}+\dots\right),
\]

and with \(1/(1+h)=1-h+h^2-\dots\) the inverse is

\[
N_q=\frac1z\left(1-\frac z2-\frac{z^2}6+\frac{z^2}4+\dots\right)=\frac1z-\frac12+\frac z{12}+\dots
\]

Therefore \(N_q+1=1/z+\tfrac12+z/12+\dots\). The leading term of both is \(k_BT/\hbar\omega\). The corrections \(\mp\tfrac12\) cancel when emission and absorption are added with equal weight. At \(z=0.50\), for example, the mean occupation factor \(N_q+\tfrac12\) is 2.041, while \(1/z\) is 2.000. The classical value is low by 2 percent, although \(z\) itself is not very small.

With the leading term and \(\omega=vq\), each process has

\[
|M|^2=\frac{D^2\hbar q^2}{2\rho Vvq}\,\frac{k_BT}{\hbar vq}=\frac{D^2k_BT}{2\rho v^2V}.
\]

The wavevector has cancelled. One power of \(q\) is left from the squared strain of a single phonon, and the number of thermal phonons falls as \(1/q\). Planck's constant has cancelled as well, which suggests a classical explanation.

Write the dilation as \(\nabla\cdot\mathbf u=\sum_{\mathbf q}\epsilon_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\). Because it is real, \(\epsilon_{-\mathbf q}=\epsilon^*_{\mathbf q}\). The elastic energy of longitudinal waves is

\[
\tfrac12\rho v^2\int(\nabla\cdot\mathbf u)^2d^3r=\tfrac12\rho v^2V\sum_{\mathbf q}|\epsilon_{\mathbf q}|^2 .
\]

The pair \(\mathbf q,-\mathbf q\) contributes \(\rho v^2V\left[(\mathrm{Re}\,\epsilon_{\mathbf q})^2+(\mathrm{Im}\,\epsilon_{\mathbf q})^2\right]\). These are two independent quadratic terms, each with mean energy \(k_BT/2\), so

\[
\langle|\epsilon_{\mathbf q}|^2\rangle=\frac{k_BT}{\rho v^2V}.
\]

Multiplied by \(D^2\), this equals the sum of the absorption and emission matrix elements squared. In this limit the phonons act on the electron with the strength of a classical thermal strain. A stiffer crystal, with larger \(\rho v^2\), strains less and scatters less.

### (c) Which phonons can take part?

**Use conservation of energy and crystal momentum to find the range of \(q\) for an electron faster than sound. When may the collision be called elastic?**

Let \(\alpha\) be the angle between \(\mathbf k\) and \(\mathbf q\). With the upper sign for absorption and the lower for emission, \(\mathbf k'=\mathbf k\pm\mathbf q\), and conservation of energy reads

\[
\frac{\hbar^2}{2m}\left(k^2\pm2kq\cos\alpha+q^2\right)=\frac{\hbar^2k^2}{2m}\pm\hbar vq .
\]

Subtract the initial energy, multiply by \(2m/\hbar^2\), and divide by \(q\):

\[
\pm2k\cos\alpha+q=\pm2s,\qquad s=\frac{mv}{\hbar}.
\]

Here \(s\) is the wavevector of an electron that moves at the speed of sound. Solving for the angle gives

\[
\cos\alpha=\frac sk\mp\frac q{2k}.
\]

For \(k>s\), absorption is limited by \(\cos\alpha\ge-1\), and emission by \(\cos\alpha\le1\). The ranges are

\[
0<q\le2k+2s\ \text{(absorption)},\qquad 0<q\le2k-2s\ \text{(emission)}.
\]

An electron slower than sound cannot emit at all, because its upper limit for emission would be negative.

If \(s\ll k\), the largest phonon has \(q\approx2k\) and reverses the electron's direction. Its energy compared with that of the electron is

\[
\frac{2\hbar vk}{\hbar^2k^2/2m}=\frac{4mv}{\hbar k}=\frac{4v}{w},
\]

where \(w=\hbar k/m\) is the electron speed. The collision is nearly elastic when the electron is much faster than sound. For an electron with \(E=k_BT\) the same ratio compares the phonon with \(k_BT\), so one condition serves both the elastic approximation and the classical phonon occupation. It can be written with

\[
\varepsilon=\frac{mv^2/2}{k_BT}.
\]

At \(E=k_BT\) we have \(v/w=\sqrt\varepsilon\), and the ratio is \(4\sqrt\varepsilon\). Both approximations therefore improve on heating and fail on cooling, for a nondegenerate gas whose typical energy is \(k_BT\).

### (d) The total scattering rate

**Find the rate at which an electron of energy \(E\) is scattered, in the elastic limit and with empty final states.**

Fermi's golden rule gives

\[
\frac1{\tau(E)}=\frac{2\pi}\hbar\sum_{\mathbf k'}\left(|M_{\rm abs}|^2+|M_{\rm em}|^2\right)\delta(E'-E),
\]

where \(E'\) is the final electron energy and the phonon energy has been dropped in the delta function. For a given \(\mathbf k'\), absorption uses the phonon \(\mathbf q=\mathbf k'-\mathbf k\), and emission uses the phonon with the opposite wavevector. They have the same \(q\). By part (b) the bracket is the constant \(D^2k_BT/(\rho v^2V)\), and it can be taken out of the sum.

The remaining sum counts final states. The dilation does not act on spin, so the states of one spin direction are counted. In a shell of thickness \(dk'\) their number is

\[
\frac V{(2\pi)^3}\,4\pi k'^2dk'=\frac{Vk'^2}{2\pi^2}dk' .
\]

From \(dE'=(\hbar^2k'/m)\,dk'\), the number per energy and volume is

\[
g(E)=\frac{k^2}{2\pi^2}\,\frac m{\hbar^2k}=\frac{mk}{2\pi^2\hbar^2}
=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\]

The last form uses \(k=\sqrt{2mE}/\hbar\) and \(m\sqrt{2m}=(2m)^{3/2}/2\). The sum over states is \(Vg(E)\), the volume cancels, and

\[
\frac1{\tau(E)}=\frac{2\pi}\hbar\,\frac{D^2k_BT}{\rho v^2}\,g(E).
\]

Insert \(g(E)\) with \((2m)^{3/2}=2\sqrt2\,m^{3/2}\). The numerical factor is \(2\pi\cdot2\sqrt2/(4\pi^2)=\sqrt2/\pi\), so

\[
\boxed{\frac1{\tau(E)}=\frac{\sqrt2\,m^{3/2}D^2k_BT\sqrt E}{\pi\hbar^4\rho v^2}}
\]

The factor \(T\) measures the mean square strain. The factor \(\sqrt E\) measures the number of states into which the electron can be deflected. Faster electrons are scattered more often because they have more final states, while the matrix element is the same for all of them.

The formula can be compared with a golden-rule sum over final wavevectors in three dimensions that keeps the phonon energy in the delta function and the full Bose occupations. In the numerical sum the delta function is replaced by a narrow Gaussian. For the parameters of part (g), the sum is lower than the formula by less than 1 percent, both at \(E=k_BT\) and 300 K and at \(E=3k_BT\) and 200 K.

### (e) From scattering to loss of current

**A steady electric field \(F\) points along \(z\). Show which relaxation time enters the current, and solve the linearized Boltzmann equation for elastic scattering in a nondegenerate gas.**

The electron has charge \(-e\), with \(e>0\), so \(\hbar\,dk_z/dt=-eF\). Write the occupation as \(f=f_0+f_1\), where \(f_0\propto e^{-E/k_BT}\) and \(f_1\) is of first order in the field. In a steady, uniform state the drift term equals the collision term:

\[
-\frac{eF}\hbar\frac{\partial f_0}{\partial k_z}=\sum_{\mathbf k'}\left[W(\mathbf k',\mathbf k)f_1(\mathbf k')-W(\mathbf k,\mathbf k')f_1(\mathbf k)\right].
\]

Here \(W(\mathbf k,\mathbf k')\) is the rate from \(\mathbf k\) to \(\mathbf k'\). Since \(\partial E/\partial k_z=\hbar w_z\) and \(\partial f_0/\partial E=-f_0/k_BT\), the left side is \(+eFw_zf_0/k_BT\).

Let \(\theta\) be the angle of \(\mathbf k\) from the \(z\) axis. The left side is proportional to \(\cos\theta\) at fixed energy, so try \(f_1=b(E)\cos\theta\). Let \(\Theta\) be the angle between \(\mathbf k\) and \(\mathbf k'\), and \(\phi\) the azimuth of \(\mathbf k'\) about \(\mathbf k\). The addition rule for angles is

\[
\cos\theta'=\cos\theta\cos\Theta+\sin\theta\sin\Theta\cos\phi .
\]

The rate depends on direction through \(\Theta\) at most, and the last term vanishes on averaging over \(\phi\). Elastic scattering keeps \(b(E)\) unchanged, and in the elastic limit \(W\) is symmetric. The right side becomes

\[
-f_1(\mathbf k)\sum_{\mathbf k'}W(\mathbf k,\mathbf k')(1-\cos\Theta).
\]

This sum is the momentum relaxation rate. A small deflection counts little in it, and a reversal counts twice. Here \(W\) is the same for all directions, and the average of \(\cos\Theta\) over a sphere is zero. The momentum relaxation rate therefore equals the total rate \(1/\tau(E)\) of part (d), and

\[
f_1=-\frac{eF\tau(E)w_z}{k_BT}f_0 .
\]

This solves the elastic linearized equation without a further approximation. Because \(W\) is the same for all directions, the incoming term is proportional to the sum of \(f_1\) over a sphere, which is zero, and only the outgoing term remains. With the phonon energies restored, \(k'\) differs from \(k\), and a collision removes on average the fraction \(1-(k'/k)\cos\Theta\) of the initial momentum. The numerical rate of momentum loss, with this weight, is lower than the elastic value by less than 1 percent in the two cases quoted in part (d).

## Second half: mobility, its temperature law, and its limits

The band is \(E=\hbar^2k^2/2m\), the electron speed is \(w=\hbar k/m\), the sound speed is \(v\), the mass density is \(\rho\), and the deformation potential is \(D\). The first half gave the elastic rate and the response to a field \(F\) along \(z\):

\[
\frac1{\tau(E)}=\frac{\sqrt2\,m^{3/2}D^2k_BT\sqrt E}{\pi\hbar^4\rho v^2},\qquad
f_1=-\frac{eF\tau w_z}{k_BT}f_0 .
\]

It also introduced \(s=mv/\hbar\) and \(\varepsilon=mv^2/(2k_BT)\), which must be small. For absorption \(q\) runs up to \(2k+2s\), and for emission up to \(2k-2s\).

### (f) The mobility and its temperature dependence

The elastic scattering rate, proportional to \(T\sqrt E\), and the response of a nondegenerate electron gas to a steady field have now been found. What remains is to obtain the mobility and its temperature law, work a numerical case, and examine the effects of the phonon energy and of degeneracy.
